Partial f-sum rules for l → l±1, with hydrogen 2p

**Question**

I am stuck on an exercise about oscillator strengths. For one electron in a central potential, I have to show that the strengths from a level nl, summed separately over the final levels with l+1 and with l−1, are

(l+1)(2l+3) / [3(2l+1)]  for l → l+1,

−l(2l−1) / [3(2l+1)]  for l → l−1,

and then check this for hydrogen 2p.

I can prove that the total is 1, using the double commutator [z,[H,z]] and a complete set of final states. But the states with l+1 alone are not a complete set, so I do not see how to use closure for half of the sum. The second result also puzzles me: how can a sum of oscillator strengths be negative, and why does the potential not appear?

**Answer**

The states with one value of l are incomplete in three dimensions, but their radial functions are complete on the half line r > 0. If you do the angular integral first, closure can be used separately in each channel.

**Conventions**

I use atomic units (ħ = m = e = 1) and neglect spin-orbit coupling. The nucleus is fixed, and the potential V(r) is local, the same for every l, and no more singular than 1/r at the origin. At large r it either tends to a constant or rises without limit. The initial bound state, which lies below the continuum if there is one, is

ψ = [u(r)/r] Y_lm,  ∫ u² dr = 1,

and u obeys h_l u = E u with

h_l = −½ d²/dr² + l(l+1)/(2r²) + V(r).

The final states have angular momentum l_f = l±1, energy E_f and real radial function v_f, an eigenfunction of h_{l_f}.

For light polarised along z, the oscillator strength of a transition is 2(E_f − E)|⟨f|z|i⟩|². For a whole level we average over the three polarisations, which turns the 2 into 2/3 times a sum over x, y, z, and we sum over the final m_f. With the unit vector n = **r**/r, the matrix elements factorise and

f = (2/3)(E_f − E) w R²,

R = ∫ v_f r u dr,

w = Σ over m_f and i = x,y,z of |⟨l_f m_f|n_i|l m⟩|².

The strength is negative when E_f < E. Such a transition is an emission, and it enters the sum with its sign. This is how a sum of strengths can be negative.

**Step 1: the angular factor**

The number w is the expectation value in |lm⟩ of Σ_i n_i P n_i, where P projects onto angular momentum l_f. That operator is a scalar under rotations, so w does not depend on m. We may therefore average over m. After averaging, x, y and z contribute equally, so w is three times the average for n_z = cosθ.

The recurrence relation of the associated Legendre functions is, for m ≥ 0,

(2l+1) cosθ P_l^m = (l−m+1) P_{l+1}^m + (l+m) P_{l−1}^m.

The normalisation constant N_l of Y_lm satisfies N_l² = [(2l+1)/4π] (l−m)!/(l+m)!, so

N_l²/N_{l+1}² = [(2l+1)/(2l+3)] (l+1+m)/(l+1−m).

The coefficient of Y_{l+1,m} in cosθ Y_lm is (l−m+1)N_l/[(2l+1)N_{l+1}]. Its square is

|⟨l+1,m|cosθ|l,m⟩|² = [(l+1)² − m²] / [(2l+1)(2l+3)].

Complex conjugation gives the same value for −m. Since cosθ is Hermitian, the downward element follows on replacing l by l−1:

|⟨l−1,m|cosθ|l,m⟩|² = (l² − m²) / [(2l−1)(2l+1)].

The average of m² over the 2l+1 values of m is l(l+1)/3. Hence

w(l→l+1) = 3 [(l+1)² − l(l+1)/3] / [(2l+1)(2l+3)]
 = (l+1)(3l+3−l) / [(2l+1)(2l+3)]
 = (l+1)/(2l+1),

w(l→l−1) = 3 [l² − l(l+1)/3] / [(2l−1)(2l+1)]
 = l(3l−l−1) / [(2l−1)(2l+1)]
 = l/(2l+1).

The two weights add to 1, as they must because n_x² + n_y² + n_z² = 1.

**Step 2: closure in one channel**

What remains is the energy-weighted radial sum

S = Σ_f (E_f − E) R²,

where Σ_f runs over all bound states of h_{l_f} and includes an integral over its continuum. Because h_{l_f} v_f = E_f v_f,

(E_f − E) ∫ v_f r u dr = ∫ v_f (h_{l_f} − E)(r u) dr.

Moving h_{l_f} from v_f to r u takes two integrations by parts, and the boundary terms have to vanish. Near the origin v_f ~ r^(l_f+1) and r u ~ r^(l+2), so terms with one derivative behave as r^(l+l_f+2) and go to zero. At large r the bound function u decays exponentially or faster, while v_f, if it grows at all, grows more slowly than any exponential, so the products vanish there too. The v_f are complete on the half line, so

S = ∫ r u (h_{l_f} − E)(r u) dr.

**Step 3: the potential cancels**

From (r u)'' = r u'' + 2u',

h_{l_f}(r u) = −½ r u'' − u' + l_f(l_f+1) u/(2r) + V r u.

Multiplying h_l u = E u by r gives

E r u = −½ r u'' + l(l+1) u/(2r) + V r u.

On subtraction the second derivatives and V drop out:

(h_{l_f} − E)(r u) = −u' + D u/(2r),  D = l_f(l_f+1) − l(l+1).

This answers your question about the potential. It disappears because it is local, so that it commutes with r, and because it is the same in both channels.

**Step 4: the remaining integral**

Multiply by r u and integrate:

S = −∫ r u u' dr + (D/2) ∫ u² dr.

Since u u' = ½(u²)', integration by parts gives

∫ r u u' dr = ½ [r u²] − ½ ∫ u² dr = −½,

and therefore S = ½(1 + D). The two cases are

l_f = l+1: D = (l+1)(l+2) − l(l+1) = 2(l+1), S = (2l+3)/2,

l_f = l−1: D = (l−1)l − l(l+1) = −2l, S = −(2l−1)/2.

The sum of f is (2/3) w S:

Σf(l→l+1) = (2/3) · (l+1)/(2l+1) · (2l+3)/2 = (l+1)(2l+3) / [3(2l+1)],

Σf(l→l−1) = −(2/3) · l/(2l+1) · (2l−1)/2 = −l(2l−1) / [3(2l+1)].

Added together, the numerators give (2l²+5l+3) − (2l²−l) = 3(2l+1), so the total is 1, the rule you already had. For l = 0 the downward channel is absent and the upward one carries the whole strength.

**What the negative sum means**

In S = ½(1 + D), the ½ comes from the radial kinetic energy and D/2 from the change of the centrifugal term. Going down in l removes centrifugal energy, and for l ≥ 1 this outweighs the ½. The sum can be negative only if some term has E_f < E. So for any l ≥ 1 level in such a potential, at least one level with l−1 lies lower, and emission to lower levels outweighs absorption within that channel.

**Hydrogen 2p**

For l = 1 the rules predict

2p → s: −1·1/(3·3) = −1/9,

2p → d: 2·5/(3·3) = 10/9.

Step 4 can be checked by hand. With u = r² e^(−r/2)/√24 we have u' = (2/r − ½)u, so −∫ r u u' dr = −2 + ½⟨r⟩. Here ⟨r⟩ = (1/24)∫ r⁵ e^(−r) dr = 120/24 = 5, and the result is ½, as required.

Now the individual transitions. In ordinary units

f = (2/3) w (E_f − E) R² / (ħ²/m),  ħ²/m = 7.61996 eV Å².

For 2p → 1s, where v_f = 2r e^(−r), the radial integral in units of the Bohr radius is

(2/√24) ∫ r⁴ e^(−3r/2) dr = (2/√24) · 24 · (2/3)⁵ = 64√24/243,

which is 0.68278 Å. The energy difference is −10.2043 eV and w = 1/3, so

f(2p→1s) = (2/9)(−10.2043)(0.68278)²/7.61996 = −0.1387.

For 2p → 3d, w = 2/3, the gap is 1.8897 eV and |R| = 2.51253 Å:

f(2p→3d) = (4/9)(1.8897)(2.51253)²/7.61996 = 0.6958.

These are fixed-nucleus values. With the finite proton mass the gaps shrink and the lengths grow by 0.054%, so f as defined here grows by 0.054% in size, to −0.1388 and 0.6962. The other discrete strengths, again for a fixed nucleus, follow in the same way:

- To s states: 2s gives 0, because it is degenerate with 2p in this model although its radial integral is large; 3s gives 0.01359, 4s 0.00304 and 5s 0.00121.
- To d states: 4d gives 0.12180, 5d 0.04437 and 6d 0.02163.

I summed the bound levels explicitly up to n = 60 and extrapolated the rest, using the fact that n³f approaches a constant.

The continuum must be included, since closure used it. With E_f = k²/2, its radial functions must be normalised per unit energy. Waves of asymptotic form √(2/π) sin(kr + …) are normalised to δ(k−k'), and δ(k−k') = k δ(E_f−E_f'), so the amplitude becomes √(2/(πk)). The sum over f is then ∫ dE_f. The results are

to s: −0.118925 (bound) + 0.007814 (continuum) = −0.111111,

to d: 0.928179 (bound) + 0.182932 (continuum) = 1.111111.

These are −1/9 and 10/9 to the digits shown. Leaving out the continuum would lose about 16% of the d sum. In the s channel, absorption into all states above 2p, bound and free, amounts to 0.0276, and the emission to 1s at −0.1387 outweighs it.

The bound and continuum parts also join correctly. Near the ionisation threshold the level spacing is dE/dn = 1/n³, so n³f should tend to df/dE at threshold (in atomic units). The numbers are 0.1018 for both in the s channel and 3.257 for both in the d channel.

**If the polarisation and m are fixed**

The rules above refer to an average. For z-polarised light and a definite m, the strength is 2(E_f − E)R² times the squared cosθ element of step 1. Summing over f replaces (E_f − E)R² by S, and the factors 2l+3 and 2l−1 cancel:

l → l+1: [(l+1)² − m²] / (2l+1),

l → l−1: −(l² − m²) / (2l+1).

They add to 1 for every m. For 2p with m = 0 they are 4/3 and −1/3. For m = ±1 they are 1 and 0, since z-polarised light conserves m and an s state has no m = ±1. The averages over m are (4/3 + 1 + 1)/3 = 10/9 and (−1/3)/3 = −1/9, as before.

**When the rules fail**

Suppose the final channel has an additional potential W(r) that the initial channel lacks. Step 3 then leaves an extra term W r u, and the sum changes by

(2/3) w ∫ r² W u² dr.

As a test, take the model well V = −2e^(−r/5)/r + 0.02r² and add W = e^(−r²/8) in the l = 2 channel alone. For the first radially excited l = 1 level the 1 → 2 sum rose from 10/9 to 1.85, in agreement with the predicted shift of 0.74. Unlike the rules themselves, this shift depends on the level through u. Without the added potential, that well obeyed both rules for l = 0 to 3 to within 0.0002, so they are not special to hydrogen. A nonlocal potential, such as Hartree–Fock exchange, does not in general commute with r, and the cancellation in step 3 is then not assured.

There is also a restriction on how the rules are used for an electron in a many-electron atom. Even if a common local mean field describes it, closure needs every eigenstate of h_{l_f}, including those already occupied by other electrons. If transitions into occupied levels are left out because of the Pauli principle, the remaining strengths need not add up to the values above.

The numerical check computes the hydrogen sums from the individual transitions and tests the angular factors by integration over the sphere.

Computed values

```
Model well, first radially excited level: f-sum on grid | rule
  l=0 -> 1:   0.99985 |   1.00000
  l=1 -> 0:  -0.11114 |  -0.11111
  l=1 -> 2:   1.11106 |   1.11111
  l=2 -> 1:  -0.40003 |  -0.40000
  l=2 -> 3:   1.39996 |   1.40000
  l=3 -> 2:  -0.71431 |  -0.71429
  l=3 -> 4:   1.71425 |   1.71429
  l=1 -> 2 with extra potential in l=2 only: f-sum 1.8545
  predicted shift of that sum: 0.7434
Hydrogen 2p level energy: -3.4014 eV
hbar^2/m_e: 7.61996 eV angstrom^2
2p -> ns: n, gap (eV), |R| (angstrom), f
  1   -10.2043   0.68278  -0.138732
  2     0.0000   2.74969   0.000000
  3     1.8897   0.49658   0.013590
  4     2.5511   0.20231   0.003045
  5     2.8572   0.12067   0.001213
  bound sum to n=60: -0.1189388; tail: 0.0000139
  all bound: -0.1189248; continuum: 0.0078137
  limit of n^3 f: 0.10178; E_h df/dE at threshold: 0.10178
  total f: -0.1111111; rule: -0.1111111
  sum of gap*R^2: -3.8100 eV angstrom^2
  absorption into all s states above 2p: 0.0276211
2p -> nd: n, gap (eV), |R| (angstrom), f
  3     1.8897   2.51253   0.695785
  4     2.5511   0.90474   0.121795
  5     2.8572   0.51599   0.044370
  6     3.0235   0.35022   0.021629
  7     3.1238   0.26016   0.012331
  bound sum to n=60: 0.9277337; tail: 0.0004456
  all bound: 0.9281794; continuum: 0.1829317
  limit of n^3 f: 3.25692; E_h df/dE at threshold: 3.25698
  total f: 1.1111111; rule: 1.1111111
  sum of gap*R^2: 19.0499 eV angstrom^2
2p total over s and d: 1.0000000
2p, z-polarised light: m, f-sum to s, f-sum to d
  0  -0.333333   1.333333
  1  -0.000000   1.000000
```
